# Nuclear shielding in a uniform electric field: atom and bonded proton

A charged group near an X–H bond produces an electric field at the proton. The field shifts the electrons, and the electrons shield the proton from the spectrometer's magnet, so the resonance moves. Does the shift reverse when the field is reversed? For a free hydrogen atom it cannot, because both directions look alike to the nucleus. A bond distinguishes them. I start with the atom, where the leading effect of the field can be found in closed form, and then add a partner.

## 1. Shielding as an energy derivative

I use atomic units, clamped nuclei and non-relativistic electrons of charge $-1$. Electron spin is left out, so for the hydrogen atom "shielding" means the orbital part alone. The observed nucleus K is at the origin and has magnetic moment $\mathbf m$. With the gauge origin also at K, the vector potential is

$$\mathbf a=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\mathbf m\times\mathbf r}{r^3},$$

where $\alpha$ is the fine-structure constant. Both parts have zero divergence, so $\mathbf p\cdot\mathbf a=\mathbf a\cdot\mathbf p$ and

$$\tfrac12(\mathbf p+\mathbf a)^2=\tfrac12p^2+\mathbf a\cdot\mathbf p+\tfrac12a^2 .$$

Since $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$, the linear terms are

$$\tfrac12\mathbf B\cdot\mathbf L+\alpha^2\,\mathbf m\cdot\frac{\mathbf L}{r^3}.$$

The cross term of $\tfrac12a^2$ is the product of the two parts of $\mathbf a$. The identity for $(\mathbf B\times\mathbf r)\cdot(\mathbf m\times\mathbf r)$ turns it into $\sum_{\alpha\beta}m_\alpha D_{\alpha\beta}B_\beta$, with

$$D_{\alpha\beta}=\frac{\alpha^2}{2}\,\frac{r^2\delta_{\alpha\beta}-r_\alpha r_\beta}{r^3}.$$

Terms in $B^2$ or $m^2$ do not contribute to the derivative needed here. The electric field adds $+\mathbf F\cdot\mathbf r$, because the electron's charge is negative.

A shielded moment has energy $-\mathbf m\cdot(1-\boldsymbol\sigma)\cdot\mathbf B$. The electronic energy therefore contains $+\mathbf m\cdot\boldsymbol\sigma\cdot\mathbf B$, and

$$\sigma_{\alpha\beta}(\mathbf F)=\left.\frac{\partial^2E(\mathbf B,\mathbf m,\mathbf F)}{\partial m_\alpha\,\partial B_\beta}\right|_{\mathbf B=\mathbf m=0}.$$

Let $|0\rangle,|n\rangle$ be the real eigenstates with $\mathbf F$ present, the ground state being non-degenerate. The operator $D$ contributes its mean value. The linear terms contribute through the second-order energy $-\sum_n|\langle n|V|0\rangle|^2/(E_n-E_0)$. Its cross term carries a factor 2, which cancels the $\tfrac12$ of $\tfrac12\mathbf B\cdot\mathbf L$:

$$\sigma_{\alpha\alpha}=\alpha^2\Big\langle\frac{r^2-r_\alpha^2}{2r^3}\Big\rangle-\alpha^2\sum_{n\neq0}\frac{\langle0|L_\alpha r^{-3}|n\rangle\langle n|L_\alpha|0\rangle}{E_n-E_0}.\tag{1}$$

These are the diamagnetic and paramagnetic parts. The matrix elements of $\mathbf L$ are imaginary between real states, so their product is real.

**Limit $F=0$.** For the 1s state $\mathbf L\psi_0=0$, and only the first part remains. Summing over $\alpha$ gives $(3r^2-r^2)/2r^3=1/r$. One third of the trace is $\sigma_0=\tfrac13\alpha^2\langle1/r\rangle=\alpha^2/3$, or 17.75 ppm.

## 2. The hydrogen atom in a field

Let $\mathbf F$ lie along $z$. Two inhomogeneous equations have to be solved, both with a p-type function, so I first work out $H_0-E_0=-\tfrac12\nabla^2-1/r+\tfrac12$ acting on $z\,h(r)$ with $h=fe^{-r}$. From $\nabla^2(zh)=z\nabla^2h+2\,\partial_zh$,

$$\nabla^2(zh)=z\Big(h''+\frac4rh'\Big).$$

Inserting $h'=(f'-f)e^{-r}$ and $h''=(f''-2f'+f)e^{-r}$, the terms $\pm\tfrac12f$ cancel and $+2f/r-f/r$ leaves $f/r$:

$$(H_0-E_0)\,zfe^{-r}=ze^{-r}\Big[-\tfrac12f''+f'-\frac{2f'}{r}+\frac fr\Big].$$

For $f=r^k$ the bracket is $(k+1)r^{k-1}-\tfrac12k(k+3)r^{k-2}$. The same holds with $y$ in place of $z$.

**Electric response.** The first-order energy vanishes, so $(H_0-E_0)\psi_1=-Fz\psi_0$. Put $\psi_1=-Fzf\psi_0$ with $f=a+br$. The bracket must equal 1:

$$\frac{a-2b}{r}+2b=1\quad\Rightarrow\quad b=\tfrac12,\; a=1,\qquad f=1+\frac r2 .$$

With $\psi_0^2=e^{-2r}/\pi$ and an angular integral of $z^2$ equal to $4\pi r^2/3$, the second-order energy is

$$E_2=\langle\psi_0|Fz|\psi_1\rangle=-\frac{4F^2}{3}\int_0^\infty r^4\Big(1+\frac r2\Big)e^{-2r}dr=-\frac{4F^2}{3}\Big(\frac34+\frac{15}{16}\Big)=-\frac94F^2 .$$

**Diamagnetic part.** I need $\langle1/r\rangle$ to order $F^2$. For nuclear charge $Z$, the Hellmann–Feynman theorem gives $\langle1/r\rangle=-\partial E/\partial Z$. Substituting $\mathbf r=\mathbf s/Z$ turns the Hamiltonian into $Z^2$ times the $Z=1$ Hamiltonian with field $F/Z^3$. Hence

$$E(Z,F)=-\frac{Z^2}{2}-\frac{9F^2}{4Z^4}+\dots,\qquad \Big\langle\frac1r\Big\rangle_{Z=1}=1-9F^2+\dots$$

The diamagnetic part of $\sigma$ is $\tfrac13\alpha^2-3\alpha^2F^2$.

**Paramagnetic part.** The state remains axially symmetric about $z$, so $L_z\psi=0$. For $L_x$, the spherical $\psi_0$ gives nothing, so $L_x\psi$ starts at order $F$. Both matrix elements in (1) contain it. The leading result is therefore of order $F^2$ and needs only zero-field denominators. From $L_xz=-i(y\partial_z-z\partial_y)z=-iy$,

$$L_x\psi_1=iFyf\psi_0 .$$

I now need $(H_0-E_0)^{-1}yf\psi_0=yg\psi_0$. With $g=a+br+cr^2$, the bracket must equal $1+r/2$:

$$a-2b=0,\quad 2b-5c=1,\quad 3c=\tfrac12\quad\Rightarrow\quad g=\frac{11}6+\frac{11}{12}r+\frac{r^2}6 .$$

The phases combine to $(iF)^*(iF)=F^2$, and the angular integral gives

$$\sigma^{p}_{xx}=-\alpha^2F^2\Big\langle\frac{y^2fg}{r^3}\Big\rangle_{\psi_0}=-\frac43\alpha^2F^2\int_0^\infty r\,fg\,e^{-2r}dr .$$

Multiplying out, $fg=\tfrac{11}6+\tfrac{11}6r+\tfrac58r^2+\tfrac1{12}r^3$. The integrals of $re^{-2r},\dots,r^4e^{-2r}$ are $\tfrac14,\tfrac14,\tfrac38,\tfrac34$, so the radial integral is

$$\frac{11}{24}+\frac{11}{24}+\frac{15}{64}+\frac1{16}=\frac{233}{192},\qquad \sigma^p_{xx}=-\frac{233}{144}\alpha^2F^2 .$$

The $yy$ component is equal and the $zz$ component is zero. One third of the trace is $-\tfrac{233}{216}\alpha^2F^2$. Together with the diamagnetic $-3=-\tfrac{648}{216}$,

$$\boxed{\;\sigma(F)=\frac{\alpha^2}3-\frac{881}{216}\,\alpha^2F^2+\dots\;}\tag{2}$$

There is no linear term. The quadratic coefficient is 217.2 ppm/a.u.², or $8.21\times10^{-4}$ ppm/(V/nm)².

**Numerical test.** Diagonalizing the atom in finite fields and evaluating (1) gives 217.194 against 217.196 ppm/a.u.² from (2). The linear coefficient comes out as zero, but that is weak evidence: the basis is itself closed under inversion, so the calculation inherits the symmetry.

## 3. The expansion for a general molecule

For several electrons the operators become sums over electrons. I keep a non-degenerate ground state that can be chosen real, and expand the definition of $\sigma$:

$$\sigma_{\alpha\beta}(\mathbf F)=\sigma_{\alpha\beta}+\sigma_{\alpha\beta\gamma}F_\gamma+\tfrac12\sigma_{\alpha\beta\gamma\delta}F_\gamma F_\delta+\dots\tag{3}$$

Repeated indices are summed. The linear shielding polarisability is $\sigma_{\alpha\beta\gamma}=\partial^3E/\partial m_\alpha\partial B_\beta\partial F_\gamma$ at zero fields; the quadratic one has a second derivative in $F$. The series is to be read as asymptotic. Far away on the downhill side, $\mathbf F\cdot\mathbf r$ falls without limit, so the electrons can tunnel out and the bound state is strictly a resonance.

**Explicit linear coefficient.** Let $V$ be the total perturbation, $E_1=\langle0|V|0\rangle$, and choose corrections orthogonal to $|0\rangle$. The first two orders of the Schrödinger equation are

$$(H_0-E_0)\psi_1=-(V-E_1)\psi_0,\qquad (H_0-E_0)\psi_2=-(V-E_1)\psi_1+E_2\psi_0 .$$

The third-order energy is $\langle0|V|\psi_2\rangle=\langle0|V-E_1|\psi_2\rangle$. By the first equation this is $-\langle\psi_1|H_0-E_0|\psi_2\rangle$, and by the second

$$E_3=\langle\psi_1|V-E_1|\psi_1\rangle,\qquad \psi_1=-RV\psi_0,\qquad R=\sum_{n\ne0}\frac{|n\rangle\langle n|}{E_n-E_0}.$$

Three perturbations act together: $V_m=\alpha^2L_\alpha/r^3$, $V_B=\tfrac12L_\beta$ and $V_F=r_\gamma$. The coefficient of the product of their strengths collects all six orderings. The bilinear operator adds the second-order cross term of $D$ with $V_F$:

$$\sigma_{\alpha\beta\gamma}=-2\,\mathrm{Re}\langle0|D_{\alpha\beta}RV_F|0\rangle+\sum_{\text{6 orders}}\langle0|V_aR(V_b-\langle V_b\rangle)RV_c|0\rangle .\tag{4}$$

**Test on one electron.** For one electron shared by two protons 1.40 bohr apart, one third of the trace of (4), with the sign reversed, is 29.1724 ppm/a.u. in the 84-function basis of section 5. Differentiating (1) numerically in the same basis gives the same digits. A basis of 190 functions moves the value to 29.19. The linear term is present as soon as there is a second proton.

**The isotropic shift.** Suppose $\mathbf F$ is fixed in the molecular frame, as for a field from a group in the same molecule, while the molecule tumbles in the magnet. The direction $\mathbf n$ of $\mathbf B$ then samples all molecular directions, $\overline{n_\alpha n_\beta}=\tfrac13\delta_{\alpha\beta}$, and the spectrum shows $\sigma(\mathbf F)=\tfrac13\sigma_{\alpha\alpha}(\mathbf F)$.

Take a proton on the axis of a linear molecule, with $z$ pointing from the partner X to the proton H. (At a site of lower symmetry, such as a proton in water, a term linear in a transverse field component is also allowed.) This scalar function cannot change when $\mathbf F$ is rotated about $z$. The only linear combination with that property is $F_z$. At second order, $F_z^2$ and $F_x^2+F_y^2$ survive; $F_xF_z$ and $F_yF_z$ change sign under a half turn, and $F_xF_y$ and $F_x^2-F_y^2$ under a quarter turn. Thus

$$\boxed{\;\sigma(\mathbf F)=\sigma_0-AF_z-B_\parallel F_z^2-B_\perp(F_x^2+F_y^2)+\dots\;}\tag{5}$$

$$A=-\tfrac13\sigma_{\alpha\alpha z},\qquad B_\parallel=-\tfrac16\sigma_{\alpha\alpha zz},\qquad B_\perp=-\tfrac16\sigma_{\alpha\alpha xx}.$$

The sixth is one third from the trace times one half from (3). Buckingham's form $\sigma_0-AF_z-BF^2$ follows if $B_\parallel=B_\perp$. That equality is required for a spherical atom; for a bond it is an approximation.

If instead $\mathbf F$ is fixed in the laboratory and all orientations are equally likely, the linear term disappears. The average of $\sigma_{\alpha\beta\gamma}n_\alpha n_\beta F_\gamma$ can depend only on a rotational invariant linear in $\mathbf F$ and quadratic in $\mathbf n$. The isotropic tensor of rank three is $\varepsilon_{\alpha\beta\gamma}$, and it gives $\mathbf n\cdot(\mathbf n\times\mathbf F)=0$.

## 4. What parity does, and where it stops

Invert all electron coordinates through the observed nucleus: $\mathbf r\to-\mathbf r$ and $\mathbf p\to-\mathbf p$. Then $\mathbf L=\mathbf r\times\mathbf p$, $\mathbf L/r^3$, $D$ and the electron repulsion are unchanged, while $\mathbf F\cdot\mathbf r$ changes sign.

**Atom.** The nuclear attraction depends on $r$ alone and is also unchanged. Inversion is then a unitary map from $H(\mathbf B,\mathbf m,\mathbf F)$ to $H(\mathbf B,\mathbf m,-\mathbf F)$, and the non-degenerate ground state goes over into its counterpart:

$$E(\mathbf B,\mathbf m,\mathbf F)=E(\mathbf B,\mathbf m,-\mathbf F)\quad\Rightarrow\quad \sigma_{\alpha\beta}(\mathbf F)=\sigma_{\alpha\beta}(-\mathbf F)\quad\Rightarrow\quad \sigma_{\alpha\beta\gamma}=0 .$$

Formula (4) says the same: each term contains one odd operator, $r_\gamma$, among even ones, between states of equal parity. The argument needs a state of definite parity. In the $n=2$ level of hydrogen, for example, 2s and 2p are degenerate in this model and the field mixes them at zeroth order. The resolvent in (4) then has a vanishing denominator, and the conclusion cannot be drawn.

**Bonded proton.** Let the partner sit at $-\mathbf R$. Inversion through the proton turns its attraction into that of a partner at $+\mathbf R$. What follows is

$$\sigma(\mathbf F;\mathbf R)=\sigma(-\mathbf F;-\mathbf R),$$

which relates two differently oriented bonds and does not restrict one of them. It says that the slope turns round with the bond, as a coefficient of $F_z$ measured along the bond should. Symmetry thus permits $A$; its size has to be calculated. If the partner's attraction is switched off for the one-electron system, the atom's inversion symmetry returns and $A$ must vanish.

**A molecule with an inversion centre.** H₂ has no dipole moment and is symmetric about its midpoint, but neither proton lies there. Inversion through the midpoint exchanges the protons, so $\sigma_1(\mathbf F)=\sigma_2(-\mathbf F)$. Along one common axis their slopes must be opposite, and they need not be zero. An inversion centre removes the linear term when it lies at the observed nucleus, not when it lies elsewhere in the molecule.

## 5. The proton in H₂

I use restricted Hartree–Fock theory, in which both electrons occupy one orbital $\varphi$. With $J$ the Coulomb potential of one electron in $\varphi$,

$$E=2\langle\varphi|h|\varphi\rangle+\langle\varphi|J|\varphi\rangle,\qquad (h+J)\varphi=\varepsilon\varphi .$$

The electric field changes the density, so the equation is solved self-consistently at each $\mathbf F$. The magnetic terms linear in $\mathbf B$ or $\mathbf m$ are imaginary and give $\varphi=\varphi_0+i\chi$ with $\chi$ real. Then $|\varphi|^2=\varphi_0^2+\chi^2$: the density, and with it $J$, has no first-order change. The first-order orbital is therefore an ordinary sum over the eigenstates of $h+J$.

Because $E$ is stationary, its derivative with respect to $\mathbf m$ is twice the mean value of the explicit $\mathbf m$ terms. Differentiating this with respect to $\mathbf B$ gives twice expression (1), evaluated with the eigenstates of $h+J$.

This was tested against the definition. At $F_z=0.005$ a.u., a mixed difference of complex self-consistent energies gives $\sigma_{xx}=25.5346$ ppm, and the sum over states gives 25.5348 ppm.

**Setting.** The bond length is 1.40 bohr. Each atom carries uncontracted Gaussians with exponents $0.04\times3^k$ (nine s), $0.08\times3^k$ (six p) and $0.15\times3^k$ (three d), with $k$ starting at 0. That makes $2(9+18+15)=84$ functions. The coefficients come from field steps of 0.005 a.u.

**Zero field.** The diamagnetic and paramagnetic parts give

$$\sigma_0=32.238-5.741=26.497\ \text{ppm}.$$

**Linear coefficient.** With the gauge origin at the proton,

$$A=20.360+30.145=50.505\ \text{ppm/a.u.}$$

One atomic unit of field is 514.221 V/nm, so $A=50.505/514.221=0.0982$ ppm/(V/nm).

The sign of the diamagnetic part has a direct meaning. A field pointing from X to H pushes electrons towards X. The diamagnetic part is $\tfrac13\alpha^2$ times the summed $\langle1/r\rangle$ about the proton, and its fall shows that the electrons are, on this average, farther from the proton. The paramagnetic part acts in the same direction and, with this gauge origin, is larger. The division depends on the gauge origin: with the origin at the bond midpoint the diamagnetic and paramagnetic parts are about 32.8 and 17.7 ppm/a.u., in the opposite order. In a complete basis the total does not depend on the origin.

Measured along the same axis, the partner proton has $A=-50.505$ ppm/a.u.: its shielding rises in the field that lowers the shielding of the observed proton, as section 4 requires. A field along the bond therefore makes the two protons inequivalent.

**Quadratic coefficients.** The results are $B_\parallel=92.5$ and $B_\perp=92.8$ ppm/a.u.², or $3.50\times10^{-4}$ and $3.51\times10^{-4}$ ppm/(V/nm)². The third digit belongs to this basis and is not converged: a basis of 190 functions with f functions raises both by about 0.4, to 92.9 and 93.2, so both coefficients should be read as about 93 ppm/a.u.². Symmetry does not require them to be so close. In this calculation a single $B$ would serve well; I have no derivation of the near equality. The small difference of 0.3 to 0.4 ppm/a.u.² persists in the larger basis and on extrapolation to zero field step, so the two are close but not equal.

**Prediction in a stronger field.** For $F_z=0.010$ a.u., or 5.14 V/nm,

$$-AF_z=-0.5050\ \text{ppm},\qquad -B_\parallel F_z^2=-92.53\times10^{-4}=-0.0093\ \text{ppm}.$$

The sum is $-0.5143$ ppm, and a direct calculation at this field also gives $-0.5143$ ppm. The quadratic term is about 2% of the linear one. The two would be equal only at $A/B_\parallel\approx0.55$ a.u., far outside the range tested, so that number should not be read as a prediction.

**Prediction in a new direction.** The field $(0.004,0,0.003)$ a.u. tests the form of (5). The part of the shift that reverses with the field is $-0.15152$ ppm directly and $-0.15151$ ppm from $A$. The part that does not reverse is $-0.002318$ ppm both ways.

**Reliability.** Moving the gauge origin to the bond midpoint changes $\sigma_0$ to 26.489 ppm and $A$ to 50.517 ppm/a.u., relative changes of about 0.03% and 0.02%. Enlarging the basis to 190 functions gives shifts of the same size: $\sigma_0$ becomes 26.492 ppm (parts 32.240 and $-5.748$) and $A$ becomes 50.515 ppm/a.u., so the last digit of $\sigma_0$ and the last two of $A$ belong to the 84-function basis. The quadratic coefficients move by about 0.4%, and these small percentages do not carry over to them. None of this says anything about electron correlation or nuclear vibration, both absent here. The field of a real charged group also varies across the bond, and (5) omits the response to that variation. The omission is not small. A unit point charge on the axis, 10 bohr from the proton, gives $F_z=0.010$ a.u. there, yet the shift is $-0.59$ ppm for a positive charge on the partner's side and $-0.46$ ppm for a negative charge on the proton's side, against $-0.51$ ppm in the uniform field. This departure is several times the quadratic term.

The numerical check after this text contains the values for the atom and the uniform-field values in the 84-function basis.

## Values computed for the example and the checks

```
alpha^2 = 53.2514 ppm
atomic unit of electric field = 514.221 V/nm
HYDROGEN ATOM
second-order Stark energy / F^2 = -9/4 a.u.
diamagnetic F^2 coefficient / alpha^2 = -3 a.u.
paramagnetic xx F^2 coefficient / alpha^2 = -233/144 a.u.
B / alpha^2, closed form = 881/216 a.u.
sigma0, closed form = 17.7505 ppm
sigma0, diagonalization = 17.7503 ppm
size of A, diagonalization = 0.0e+00 ppm/a.u.
B, closed form = 217.196 ppm/a.u.^2
B, diagonalization = 217.194 ppm/a.u.^2
B, converted = 8.214e-04 ppm/(V/nm)^2
ONE ELECTRON ON THE TWO PROTONS
A, third-order formula = 29.1724 ppm/a.u.
A, finite difference = 29.1724 ppm/a.u.
H2, RESTRICTED HARTREE-FOCK
bond length = 1.40 bohr; basis functions = 84
total energy = -1.13357 hartree
field step = 0.005 a.u.
sigma0 = 26.497 ppm
sigma0 diamagnetic part = 32.238 ppm
sigma0 paramagnetic part = -5.741 ppm
A = 50.505 ppm/a.u.
A diamagnetic part = 20.360 ppm/a.u.
A paramagnetic part = 30.145 ppm/a.u.
A, converted = 0.0982 ppm/(V/nm)
A of partner proton, same axis = -50.505 ppm/a.u.
B_par = 92.53 ppm/a.u.^2
B_perp = 92.83 ppm/a.u.^2
B_par, converted = 3.499e-04 ppm/(V/nm)^2
B_perp, converted = 3.511e-04 ppm/(V/nm)^2
sigma_xx at +z step, energy derivative = 25.5346 ppm
sigma_xx at +z step, sum over states = 25.5348 ppm
oblique field (x, z) = 0.004, 0.003 a.u.
oblique odd part, direct = -0.15152 ppm
oblique odd part, predicted = -0.15151 ppm
oblique even part, direct = -0.002318 ppm
oblique even part, predicted = -0.002318 ppm
sigma0, gauge origin at midpoint = 26.489 ppm
A, gauge origin at midpoint = 50.517 ppm/a.u.
test field along +z = 0.010 a.u.
test field, converted = 5.142 V/nm
linear shift in test field = -0.5050 ppm
quadratic shift in test field = -0.0093 ppm
predicted total shift = -0.5143 ppm
direct total shift = -0.5143 ppm
```
